The tree-level Ward identity from photon insertions on a fermion line

**What fails without the identity**

A real photon of momentum k has a polarization vector ε with ε·k = 0. Since k² = 0, the vector ε + ck satisfies the same condition for any number c. It also has the same normalization, because k is real, so ε*·k = ε·k = 0 and the terms in c drop out of (ε + ck)*·(ε + ck). The two vectors describe the same photon, because their plane waves differ by a gauge transformation. An amplitude that is linear in ε, M = ε_μ M^μ, gives the same answer for both if

k_μ M^μ = 0.

A single Feynman diagram need not satisfy this. Take Compton scattering on an electron at rest, with photon energy 2m and scattering angle 60°, and keep the diagram in which absorption comes first. Its squared modulus, summed over spins and polarizations and with the charges removed, is 16 if the sum runs over transverse vectors (purely spatial in the electron's rest frame and perpendicular to each photon's direction) and 10 if each polarization sum is replaced by −g^{μν}. With both diagrams, either method gives 14. The theorem below shows that the complete set of insertions suffices. Its proof reduces each single insertion to a term that is in general not zero, and the examples show what is left when one is omitted.

**Conventions**

Units are ħ = c = 1, the metric is (+,−,−,−), and a̸ = γ^μ a_μ. The fermion has mass m > 0 and charge q. The interaction −q ψ̄γ^μψ A_μ gives the vertex −iqγ^μ. Away from its pole, the propagator is

S(p) = i(p̸ − m)⁻¹ = i(p̸ + m)/(p² − m²).

The two forms agree because (p̸ − m)(p̸ + m) = p² − m².

A fermion line starts with momentum p_0 and has n vertices, apart from the photon under study. Vertex j has the matrix Γ_j and receives momentum l_j, so

p_j = p_{j−1} + l_j, j = 1, …, n.

The stretch carrying p_j is called segment j. There are n + 1 segments, numbered 0 to n. With propagators on both ends, the line is

G(p_0) = S(p_n) Γ_n S(p_{n−1}) … Γ_1 S(p_0).

In G(p_0 + k) every propagator momentum is raised by k, at fixed l_j.

Now let a photon bring in momentum k on segment j. That segment splits into two propagators, S(p_j) before the photon vertex and S(p_j + k) after it. All later momenta are raised by k. Let G_j be this line with its photon vertex contracted with k_μ, so that the vertex is −iqk̸.

**Theorem**

Assume that each Γ_j is independent of the fermion momentum, that the charge is q on every segment, and that no propagator used is at its pole.

(a) With propagators on both ends,

Σ_{j=0}^{n} G_j = q[G(p_0) − G(p_0 + k)].

(b) Let n ≥ 1. Remove the two end propagators and put the ends on shell, p_0² = m² and p'² = m² with p' = p_n + k. Between ū(p') and u(p_0), the sum of the n + 1 contracted insertions is zero.

Neither part requires k² = 0. The matrices Γ_j may include other photons, real or virtual, with any polarization.

**Lemma 1: one insertion is a difference**

S(p+k)(−iqk̸)S(p) = q[S(p) − S(p+k)].

Proof. Set a = p̸ + k̸ − m and b = p̸ − m. Then k̸ = a − b, and

a⁻¹ k̸ b⁻¹ = a⁻¹(a − b)b⁻¹ = b⁻¹ − a⁻¹.

The order of the matrices has been kept; a and b need not commute. Each propagator supplies a factor i, and the vertex supplies −iq:

S(p+k)(−iqk̸)S(p) = i(−iq)i (b⁻¹ − a⁻¹) = iq(b⁻¹ − a⁻¹).

Since ib⁻¹ = S(p) and ia⁻¹ = S(p+k), this is the stated result. ∎

**Proof of part (a)**

For j = 0, …, n + 1, let T_j be the line without the photon vertex in which segment i has the propagator S(p_i) if i < j, and S(p_i + k) if i ≥ j. At the two extremes,

T_0 = G(p_0 + k), T_{n+1} = G(p_0).

In G_j, the segments before j are unshifted and those after j are shifted. Lemma 1 replaces the pair of propagators on segment j by q[S(p_j) − S(p_j + k)]. The first term leaves segment j unshifted, which gives T_{j+1}. The second shifts it, which gives T_j. Hence

G_j = q(T_{j+1} − T_j).

This step uses the assumption on the vertices: the same Γ_j must appear whether or not the fermion already carries k. Adding all the insertions,

Σ_{j=0}^{n} G_j = q[(T_1 − T_0) + (T_2 − T_1) + … + (T_{n+1} − T_n)]
= q(T_{n+1} − T_0)
= q[G(p_0) − G(p_0 + k)]. ∎

**Remark: zero photon momentum**

Keep every segment momentum p_j off its pole and let k become small. Write G_j = k_μ G_j^μ. To first order in k, part (a) reads

k_μ Σ_j G_j^μ(k=0) = −q k_μ ∂G/∂p_{0μ}.

The direction of k is arbitrary, so

Σ_j G_j^μ(k=0) = −q ∂G/∂p_{0μ}.

Inserting a photon of zero momentum everywhere therefore differentiates the line with respect to the momentum running through it.

**Lemma 2: insertions next to the ends**

If p² = m² and p'² = m², and the propagators shown are finite, then

S(p+k)(−iqk̸)u(p) = q u(p),

ū(p')(−iqk̸)S(p'−k) = −q ū(p').

Proof. The Dirac equation (p̸ − m)u(p) = 0 allows us to write k̸u(p) = (p̸ + k̸ − m)u(p). The propagator cancels this matrix and leaves i(−iq)u(p) = q u(p).

At the other end, ū(p')(p̸' − m) = 0 gives

ū(p')k̸ = −ū(p')(p̸' − k̸ − m).

The propagator S(p'−k) again cancels the matrix, leaving (−iq)(−1)i ū(p') = −q ū(p'). ∎

**Proof of part (b)**

For j = 1, …, n, let A_j be the line without the photon vertex and without end propagators, taken between ū(p') and u(p_0), with momentum k entering at vertex j. Its internal segments i = 1, …, n−1 carry p_i for i < j and p_i + k for i ≥ j. Thus in A_1 all internal segments are shifted, and in A_n none is.

The insertion on segment 0 is adjacent to u(p_0). By the first rule of Lemma 2 it equals qA_1. The insertion on segment n is adjacent to ū(p'). Since p' − k = p_n, the second rule gives −qA_n. An insertion on an internal segment has a propagator on each side, so Lemma 1 gives q(A_{j+1} − A_j). The sum is

qA_1 + q Σ_{j=1}^{n−1}(A_{j+1} − A_j) − qA_n
= qA_1 + q(A_n − A_1) − qA_n
= 0.

For n = 1 there is no internal segment, and the sum is qA_1 − qA_1 = 0. ∎

The zero also follows from part (a). Start with both ends off shell, where part (a) holds, and remove the end propagators by multiplying by S(p')⁻¹ on the left and S(p_0)⁻¹ on the right. Then let the ends go on shell and take the spinors. In G(p_0) the leftmost propagator is S(p_n) = S(p'−k), which is finite and cannot cancel S(p')⁻¹. The factor ū(p')S(p')⁻¹ = −iū(p')(p̸' − m) then makes the term vanish. In G(p_0 + k), the factor S(p_0)⁻¹u(p_0) = 0 does the same at the other end.

**Remark: no other vertex, and antiparticles**

For n = 0 the propagators in Lemma 2 would be at their poles, so the lemma cannot be used. With k = p' − p, the two Dirac equations give directly

ū(p')k̸u(p) = ū(p')(p̸' − p̸)u(p) = (m − m)ū(p')u(p) = 0.

An antiparticle of physical momentum p̄ has a spinor v obeying (p̸̄ + m)v(p̄) = 0. With line momentum P = −p̄ this becomes (P̸ − m)v = 0, the equation used in Lemma 2. The adjoint equation works in the same way, so the theorem covers lines that begin or end on an antiparticle. For an emitted photon, k is replaced by −k throughout.

**Corollary 1: the full tree amplitude**

Consider a connected tree amplitude in which the charged particles are fermions whose vertices satisfy the assumptions, and in which at least one other interaction occurs on each fermion line. Then k_μ M^μ = 0.

Proof. In a tree diagram every fermion line runs from one external particle to another. Remove photon k from a diagram and join the two segments it separated. This identifies one diagram without k, one fermion line and one segment. Conversely, each such choice gives one diagram with k.

Group together the diagrams that differ only in the segment of one line on which k is inserted. The order of the other vertices is then fixed. So are their inflowing momenta l_j, because the line as a whole receives k wherever the photon is attached. The rest of the diagram, including any sign from fermion exchange, is a common factor. Part (b) makes the group vanish. Summing over orders and over lines adds zeros. ∎

For a real photon with ω > 0, the propagators next to the ends are finite, since (p_0 + k)² − m² = 2p_0·k ≠ 0 for a massive fermion. The other internal momenta must be kept away from their poles.

**Corollary 2: polarization sums**

Let the photon be real, k = (ω, **k**) with ω = |**k**| > 0, and let k̄ = (ω, −**k**), with two transverse vectors ε_a, purely spatial and perpendicular to **k**, normalized by ε_a*·ε_b = −δ_ab. Then

g^{μν} = (k^μ k̄^ν + k̄^μ k^ν)/(k·k̄) − Σ_a ε_a^μ ε_a^{ν*}.

To verify this, contract ν with each of the four independent vectors k, k̄, ε_1 and ε_2. Because k² = k̄² = 0 and both are orthogonal to ε_a, the right side returns the same vector each time, as g^{μν} does. Solving for the transverse sum gives

Σ_a |ε_a·M|² = −g_{μν}M^μM^{ν*} + [(k·M)(k̄·M)* + (k̄·M)(k·M)*]/(k·k̄).

The bracket vanishes when k·M = 0. The transverse sum may then be replaced by −g. With two photons the replacement is made for one at a time, which is allowed because the theorem puts no condition on the polarization of the other.

**Example: Compton scattering**

Set m = 1 and remove the powers of q from the amplitudes. The electron is at rest, the incoming photon moves along z with ω = 2, and the outgoing photon k' lies in the xz plane at θ = 60°. From (p + k − k')² = 1,

ω − ω' − ωω'(1 − cos θ) = 0,

ω' = 2/(1 + 2·½) = 1.

The final electron has p' = (2, −0.866, 0, 1.5), and 4 − 0.75 − 2.25 = 1 as required.

Let the outgoing polarization be ε' = (0,0,1,0), so ε̸' = −γ². Replace the incoming polarization by k. Lemma 2 reduces the two diagrams to

absorption first: ū(p')(−iε̸')u(p) = iū(p')γ²u(p),

emission first: −iū(p')γ²u(p).

To evaluate them, use the Dirac representation, in which γ⁰ is diagonal and γ⁰γ² exchanges upper and lower components while acting with σ_y. The spinors are

u(p) = √(E+1) (χ, σ·**p** χ/(E+1)).

The initial spin is up along z, and the final spin label is down. For the electron at rest u(p) = √2(χ↑, 0), while the final spinor has the prefactor √3 and E' + 1 = 3. Therefore

ū(p')γ²u(p) = √2·√3·(1/3) χ↓†(σ·**p'**)σ_yχ↑.

Here σ_yχ↑ = iχ↓ and χ↓†(σ·**p'**)χ↓ = −p'_z = −1.5. The result is −1.2247i, so the two contracted diagrams are +1.2247 and −1.2247, in units of m.

Now take the physical incoming polarization ε = (0,0,1,0) and shift it by 0.7k. The absorption-first diagram changes from −0.3536i to 0.8573 − 0.3536i. The change is 0.7 × 1.2247 = 0.8573. The emission-first diagram changes from −0.7071i to −0.8573 − 0.7071i. Their sum is −1.0607i before and after.

**Example: an internal segment**

Let the outgoing momentum be shared equally by two photons, each with momentum k'/2. The first vertex along the line emits polarization (0,0,1,0), and the second emits (0, ½, 0, −0.866), which lies in the scattering plane. The electron momenta and spin labels are unchanged. Now n = 2, and numerical evaluation of the matrix products gives

A_1 = 2.8284, A_2 = 1.4142.

The three contracted insertions are

segment 0: A_1 = 2.8284,

segment 1: A_2 − A_1 = −1.4142,

segment 2: −A_2 = −1.4142.

They add to zero. If the insertion between the two emissions were left out, 1.4142 would remain. The numerical check builds each diagram separately, and also confirms the cancellation for the reversed order of emission. It tests part (a) on an off-shell line with three random matrices; the discrepancy is below 10⁻⁹ relative to the sum of the norms of G(p_0) and G(p_0 + k).

**Remark: charge must be conserved at each vertex**

Suppose segment j has charge q_j. The proof of part (b) then gives

q_0A_1 + Σ_{j=1}^{n−1} q_j(A_{j+1} − A_j) − q_nA_n = Σ_{j=1}^{n}(q_{j−1} − q_j)A_j.

The coefficient of A_j is the charge lost by the fermion at vertex j. In the last example, relative charges 1, 0.4 and −0.5 leave

0.6 × 2.8284 + 0.9 × 1.4142 = 2.9698.

If another particle carries the missing charge away, the photon couples to it too. The fermion line alone is then an incomplete set of insertions, and the remaining diagrams must supply the opposite remainder.

**Remark: vertices that depend on the fermion momentum**

Let n = 1, and let Γ(P) depend on the momentum P of the fermion entering it. When the photon is inserted first, P = p + k; when it is inserted last, P = p. Lemma 2 gives the sum

q ū(p')[Γ(p+k) − Γ(p)]u(p).

This is not zero in general. For Γ(P) = a·P, with a fixed vector a, it equals q(a·k)ū(p')u(p). A contact vertex, at which the photon attaches at the same point as Γ, must then contribute −q(a·k)ū(p')u(p). Such a term arises when the derivative that produced the factor P is made gauge covariant. Insertions on the segments are complete by themselves when the charge is the same on every segment and the other vertices do not depend on the fermion momentum.

Table of computed values

```
Units: m = 1; amplitudes have their powers of q removed
incoming photon energy: 2.000000 m
scattering angle: 60.000000 degrees
outgoing photon energy: 1.000000 m
final electron E: 2.000000 m
final electron px: -0.866025 m
final electron py: 0.000000 m
final electron pz: 1.500000 m
Compton, spin up to down, outgoing polarization along y
eps->k, absorption first: +1.224745 +0.000000i m
eps->k, emission first: -1.224745 +0.000000i m
eps->k, size of sum below 1e-12 m: True
Incoming polarization along y, then shifted by c k
shift c: 0.700000 1/m
absorption first, before: +0.000000 -0.353553i (dimensionless)
absorption first, after: +0.857321 -0.353553i (dimensionless)
emission first, before: +0.000000 -0.707107i (dimensionless)
emission first, after: -0.857321 -0.707107i (dimensionless)
sum, before: +0.000000 -1.060660i (dimensionless)
sum, after: +0.000000 -1.060660i (dimensionless)
Squared amplitude summed over all spins and polarizations
both diagrams, transverse sum: 14.000000 (dimensionless)
both diagrams, minus metric: 14.000000 (dimensionless)
absorption first only, transverse: 16.000000 (dimensionless)
absorption first only, minus metric: 10.000000 (dimensionless)
Two photons of momentum k'/2: y emitted first, in-plane second
A_1, k entering at vertex 1: +2.828427 +0.000000i (dimensionless)
A_2, k entering at vertex 2: +1.414214 +0.000000i (dimensionless)
eps->k, insertion on segment 0: +2.828427 +0.000000i (dimensionless)
eps->k, insertion on segment 1: -1.414214 +0.000000i (dimensionless)
eps->k, insertion on segment 2: -1.414214 +0.000000i (dimensionless)
size of their sum below 1e-12: True
Same line with unequal segment charges (relative units)
segment charges: 1.0 0.4 -0.5
remainder: +2.969848 +0.000000i (dimensionless)
off-shell identity, relative error below 1e-9: True
```
